**Koelling-Harmon and scalar ZORA levels of a hydrogen-like ion**

For a point nucleus with $V=-Z/r$, the program tests the relation $\varepsilon=E/\lambda$ with $\lambda=1+E/(2c^2)$. Here $E$ is the Koelling-Harmon eigenvalue without rest energy, $\varepsilon$ the scalar ZORA eigenvalue and $c$ the speed of light in atomic units. The elimination of the small component is asserted symbolically. The levels $E$ come from two-sided integration and the levels $\varepsilon$ from diagonalization in a sinc basis. For 1s, 2s, 2p and 3d at $Z=80$ the program asserts the energy relation to a relative 1e-8 and the scaling of the mean radii to 1e-6; the largest deviations printed are 3.0e-12 and 1.4e-11. It also asserts the closed 1s formulas and the power of $r$ at the origin for $l=0$ and $l=1$. For a screened potential it asserts that the simple relation fails and that the one with rescaled screening holds. A last assertion confirms how a constant added to the potential shifts the 1s ZORA level, with a spurious part of about −104 eV for a constant of −1000 eV.

## Numerical check

```python
"""Koelling-Harmon (KH) and scalar ZORA levels of a hydrogen-like ion.

Result under test, for V = -Z/r in hartree atomic units:
    eps = E / (1 + E/(2 c^2))
E   : KH eigenvalue, with M = 1 + (E - V)/(2 c^2) in the equation
      -(1/2r^2)(r^2 g'/M)' + l(l+1) g/(2 M r^2) + V g = E g
eps : scalar ZORA eigenvalue, same equation with M = 1 - V/(2 c^2)
g   : large radial function; lam = 1 + E/(2 c^2) is the length scale factor.
KH is solved by two-sided integration, ZORA by matrix diagonalization.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp, simpson
from scipy.linalg import eigh
from scipy.optimize import brentq

C = 1.0 / const.fine_structure
EV = const.physical_constants["Hartree energy in eV"][0]
ANG = const.physical_constants["Bohr radius"][0] / const.angstrom
Z = 80.0


def coulomb(r):
    return -Z / r


def yukawa(mu):
    return lambda r: -Z * np.exp(-mu * r) / r


def origin_power(l):
    return np.sqrt(l * (l + 1) + 1 - (Z / C) ** 2)


def check_elimination():
    """Eliminate the small component of the radial Dirac pair symbolically."""
    r, c, energy, kappa = sp.symbols("r c E kappa", nonzero=True)
    g, v = sp.Function("g")(r), sp.Function("V")(r)
    m = 1 + (energy - v) / (2 * c**2)
    f = (g.diff(r) + (1 + kappa) * g / r) / (2 * m * c)
    dirac = -c * f.diff(r) + c * (kappa - 1) * f / r + (v - energy) * g
    kh = (-(r**2 * g.diff(r) / m).diff(r) / (2 * r**2)
          + kappa * (kappa + 1) * g / (2 * m * r**2) + (v - energy) * g)
    spin_orbit = -v.diff(r) * (1 + kappa) * g / (4 * m**2 * c**2 * r)
    assert sp.simplify(dirac - kh - spin_orbit) == 0


def zora(l, potential, count=1):
    """Lowest scalar ZORA levels, mean radii, grid and functions P = r g.

    Sinc basis in t = ln r; derivatives are taken at the midpoints.
    The shifted operator serves as metric, which keeps small r accurate.
    """
    h = 0.1
    t = np.arange(np.log(1e-11), np.log(130.0 / Z), h)
    mid = t[0] + h * (np.arange(-40, len(t) + 40) + 0.5)
    x = (mid[:, None] - t[None, :]) / h
    value = np.sinc(x)
    slope = (np.cos(np.pi * x) - value) / (x * h)
    r, rm = np.exp(t), np.exp(mid)
    weight = 1 / (rm * (1 - potential(rm) / (2 * C**2)))
    weight_node = 1 / (r * (1 - potential(r) / (2 * C**2)))
    b = slope - value
    ham = 0.5 * b.T @ (weight[:, None] * b)
    ham += np.diag(0.5 * l * (l + 1) * weight_node + potential(r) * r)
    shift = Z**2
    metric = ham + shift * np.diag(r)
    inverse, vec = eigh(np.diag(r), 0.5 * (metric + metric.T))
    inverse, vec = inverse[::-1][:count], vec[:, ::-1][:, :count]
    radius = (r**2 @ vec**2) / (r @ vec**2)
    return 1 / inverse - shift, radius, r, vec


def kh_integrate(energy, l, potential, r_match, points=None):
    """Outward and inward KH solutions (g, r^2 g'/M), in t = ln r."""
    def rhs(t, y):
        r = np.exp(t)
        v = potential(r)
        m = 1 + (energy - v) / (2 * C**2)
        return [m * y[1] / r,
                r * (l * (l + 1) / m + 2 * r * r * (v - energy)) * y[0]]

    decay = np.sqrt(-2 * energy * (1 + energy / (2 * C**2)))
    result = []
    for r0, log_slope in ((1e-8, (origin_power(l) - 1) / 1e-8),
                          (40 / decay, -decay)):
        m0 = 1 + (energy - potential(r0)) / (2 * C**2)
        span = (np.log(r0), np.log(r_match))
        grid = None if points is None else np.linspace(*span, points)
        if grid is not None:
            grid[0], grid[-1] = span
        sol = solve_ivp(rhs, span, [1.0, r0**2 * log_slope / m0],
                        method="DOP853", rtol=1e-11, atol=1e-30, t_eval=grid)
        assert sol.success
        result.append(sol)
    return result


def kh_level(l, potential, low, high, r_match):
    def mismatch(energy):
        a, b = kh_integrate(energy, l, potential, r_match)
        return a.y[0, -1] * b.y[1, -1] - b.y[0, -1] * a.y[1, -1]
    return brentq(mismatch, low, high, xtol=1e-9, rtol=1e-13)


def kh_radius(energy, l, potential, r_match):
    a, b = kh_integrate(energy, l, potential, r_match, points=4001)
    norm = moment = 0.0
    for sol in (a, b):
        g = sol.y[0] / sol.y[0, -1]
        r = np.exp(sol.t)
        norm += abs(simpson(g**2 * r**3, x=sol.t))
        moment += abs(simpson(g**2 * r**4, x=sol.t))
    return moment / norm


check_elimination()
print(f"nuclear charge Z = {Z:.0f}")
print(f"speed of light c = {C:.6f} a.u.")
print(f"2c^2 = {2 * C**2 * EV:.2f} eV")
print(f"1 hartree = {EV:.6f} eV; 1 bohr = {ANG:.8f} angstrom")

levels = {}
worst = worst_radius = 0.0
for name, n, l in (("1s", 1, 0), ("2s", 2, 0), ("2p", 2, 1), ("3d", 3, 2)):
    bohr_level = -Z**2 / (2 * n**2)
    r_match = n**2 / Z
    e_kh = kh_level(l, coulomb, 1.25 * bohr_level, 0.98 * bohr_level, r_match)
    eps_all, radii, _, _ = zora(l, coulomb, n - l)
    eps, r_zora = eps_all[-1], radii[-1]
    lam = 1 + e_kh / (2 * C**2)
    r_kh = kh_radius(e_kh, l, coulomb, r_match)
    worst = max(worst, abs(eps * lam / e_kh - 1))
    worst_radius = max(worst_radius, abs(r_kh * lam / r_zora - 1))
    assert eps < e_kh
    levels[name] = (e_kh, eps, lam)
    print(f"{name}: nonrelativistic level = {bohr_level * EV:.3f} eV")
    print(f"{name}: KH level E = {e_kh * EV:.3f} eV")
    print(f"{name}: ZORA level eps = {eps * EV:.3f} eV")
    print(f"{name}: lambda = {lam:.8f}")
    print(f"{name}: E/lambda = {e_kh / lam * EV:.3f} eV")
    print(f"{name}: E recovered from eps = "
          f"{eps / (1 - eps / (2 * C**2)) * EV:.3f} eV")
    print(f"{name}: eps - E = {(eps - e_kh) * EV:.3f} eV")
    print(f"{name}: mean radius KH = {r_kh * ANG:.7f}, "
          f"ZORA = {r_zora * ANG:.7f} angstrom")
assert worst < 1e-8
assert worst_radius < 1e-6
print(f"largest relative error of eps = E/lambda: {worst:.1e}")
print(f"largest relative error of radius scaling: {worst_radius:.1e}")

# Closed forms of the 1s level against both numerical solutions.
gamma = origin_power(0)
e_closed = -C**2 * (1 - gamma)
eps_closed = -2 * C**2 * (1 - gamma) / (1 + gamma)
assert abs(levels["1s"][0] / e_closed - 1) < 1e-8
assert abs(levels["1s"][1] / eps_closed - 1) < 1e-8
print(f"1s: gamma = {gamma:.8f}")
print(f"1s: closed-form E = {e_closed * EV:.3f} eV, "
      f"eps = {eps_closed * EV:.3f} eV")

# Power of r at the origin, read off the diagonalized ZORA functions.
for l in (0, 1):
    _, _, r, vec = zora(l, coulomb)
    i, j = np.searchsorted(r, [1e-7, 1e-6])
    power = np.log(abs(vec[j, 0] / vec[i, 0])) / np.log(r[j] / r[i])
    assert abs(power - origin_power(l)) < 2e-3
    print(f"l={l}: power of r in r*g, numerical = {power:.4f}, "
          f"formula = {origin_power(l):.4f}")

# A screened potential has its own length, so the simple relation must fail.
mu = Z / 5
e_scr = kh_level(0, yukawa(mu), -0.45 * Z**2, -0.25 * Z**2, 1 / Z)
lam_scr = 1 + e_scr / (2 * C**2)
eps_same = zora(0, yukawa(mu))[0][0]
eps_scaled = zora(0, yukawa(mu / lam_scr))[0][0]
assert abs(eps_same * lam_scr / e_scr - 1) > 1e-3
assert abs(eps_scaled * lam_scr / e_scr - 1) < 1e-8
print(f"screened: length 1/mu = {ANG / mu:.6f} angstrom")
print(f"screened 1s: KH level E = {e_scr * EV:.3f} eV")
print(f"screened 1s: lambda = {lam_scr:.8f}")
print(f"screened 1s: E/lambda = {e_scr / lam_scr * EV:.3f} eV")
print(f"screened 1s: ZORA level at mu = {eps_same * EV:.3f} eV")
print(f"screened 1s: ZORA level at mu/lambda = {eps_scaled * EV:.3f} eV")

# A constant added to V changes ZORA levels by more than that constant.
delta = -1000.0 / EV
eps_0 = levels["1s"][1]
eps_shift = zora(0, lambda r: coulomb(r) + delta)[0][0]
expected = (1 - delta / (2 * C**2)) * eps_0 + delta
assert abs(eps_shift / expected - 1) < 1e-8
assert abs(eps_shift - delta - eps_0) > 1.0
print(f"shift: constant added to V = {delta * EV:.1f} eV")
print(f"shift: 1s ZORA level = {eps_shift * EV:.3f} eV")
print(f"shift: spurious change = {(eps_shift - delta - eps_0) * EV:.3f} eV")
print("PASS")
```

Running it gives:

```
nuclear charge Z = 80
speed of light c = 137.035999 a.u.
2c^2 = 1021997.90 eV
1 hartree = 27.211386 eV; 1 bohr = 0.52917721 angstrom
1s: nonrelativistic level = -87076.436 eV
1s: KH level E = -96115.843 eV
1s: ZORA level eps = -106093.632 eV
1s: lambda = 0.90595299
1s: E/lambda = -106093.632 eV
1s: E recovered from eps = -96115.843 eV
1s: eps - E = -9977.788 eV
1s: mean radius KH = 0.0086779, ZORA = 0.0078618 angstrom
2s: nonrelativistic level = -21769.109 eV
2s: KH level E = -24622.163 eV
2s: ZORA level eps = -25230.009 eV
2s: lambda = 0.97590781
2s: E/lambda = -25230.009 eV
2s: E recovered from eps = -24622.163 eV
2s: eps - E = -607.846 eV
2s: mean radius KH = 0.0348007, ZORA = 0.0339623 angstrom
2p: nonrelativistic level = -21769.109 eV
2p: KH level E = -22880.647 eV
2p: ZORA level eps = -23404.633 eV
2p: lambda = 0.97761185
2p: E/lambda = -23404.633 eV
2p: E recovered from eps = -22880.647 eV
2p: eps - E = -523.987 eV
2p: mean radius KH = 0.0308727, ZORA = 0.0301815 angstrom
3d: nonrelativistic level = -9675.160 eV
3d: KH level E = -9843.794 eV
3d: ZORA level eps = -9939.531 eV
3d: lambda = 0.99036809
3d: E/lambda = -9939.531 eV
3d: E recovered from eps = -9843.794 eV
3d: eps - E = -95.737 eV
3d: mean radius KH = 0.0676423, ZORA = 0.0669907 angstrom
largest relative error of eps = E/lambda: 3.0e-12
largest relative error of radius scaling: 1.4e-11
1s: gamma = 0.81190599
1s: closed-form E = -96115.843 eV, eps = -106093.632 eV
l=0: power of r in r*g, numerical = 0.8119, formula = 0.8119
l=1: power of r in r*g, numerical = 1.6307, formula = 1.6307
screened: length 1/mu = 0.033074 angstrom
screened 1s: KH level E = -65412.654 eV
screened 1s: lambda = 0.93599531
screened 1s: E/lambda = -69885.664 eV
screened 1s: ZORA level at mu = -71928.188 eV
screened 1s: ZORA level at mu/lambda = -69885.664 eV
shift: constant added to V = -1000.0 eV
shift: 1s ZORA level = -107197.442 eV
shift: spurious change = -103.810 eV
PASS
```
